Comment on aligning band edges through electron affinities and vacuum levels

**The argument under review**

The manuscript considers a gate stack made of a semiconductor A and an insulating dielectric B. It takes the electron affinities χ_A and χ_B measured at free surfaces, draws a common vacuum level across the junction, and reads off the conduction-band offset

E_c(B) − E_c(A) = χ_A − χ_B.

Two reasons are given. First, an affinity is said to belong to the bulk material, so that the offset follows from bulk data. Second, energy conservation is invoked: an electron may be lifted from A into vacuum at a cost χ_A and dropped into B with a gain χ_B, so the difference must be the offset.

The first reason is wrong. The second is a sound cycle with one leg left out. The points below locate the missing leg, give its value, and show when it may be neglected.

**1. What an affinity contains**

I use electron energies, so that a higher value means a less strongly bound electron. The z axis points from A to B, and all densities and potentials are averaged over planes parallel to the interface. Both materials are insulating, neutral and free of macroscopic field in their interiors.

Deep inside a crystal, let V̄ be the electrostatic energy of an electron averaged over one unit cell. Write the conduction edge as

E_c = V̄ + c.

For a given crystal structure and strain, c is a bulk quantity: it can be calculated for a periodic crystal that has no surface. The value of V̄ relative to vacuum cannot be, because it depends on the charge distribution where the crystal ends. Define the free-surface step

D = E_vac − V̄,

with E_vac the level just outside the surface. The affinity is then

χ = E_vac − E_c = (V̄ + D) − (V̄ + c) = D − c.

The term D depends on the crystal face, its termination and anything adsorbed on it, so χ is a property of a crystal together with a surface.

At the buried interface define the corresponding step

Δ = V̄_B − V̄_A.

The true offset is

E_c(B) − E_c(A) = (V̄_B + c_B) − (V̄_A + c_A) = c_B − c_A + Δ.

The manuscript's rule, written in the same quantities, is

χ_A − χ_B = (D_A − c_A) − (D_B − c_B) = c_B − c_A + D_A − D_B.

Subtracting the second expression from the first removes both bulk terms:

[E_c(B) − E_c(A)] − (χ_A − χ_B) = Δ − (D_A − D_B) ≡ δ.

The rule therefore assumes Δ = D_A − D_B. This is a statement about three different regions of charge: two surfaces facing vacuum, and one interface that does not. Nothing in the bulk data enforces it.

One caution about language. The separate values of D and Δ depend on what is counted in the reference V̄. If the reference is shifted by s_A in A and by s_B in B, then D_A becomes D_A − s_A, D_B becomes D_B − s_B, and Δ becomes Δ + s_B − s_A. Inserting these,

δ → (Δ + s_B − s_A) − (D_A − s_A − D_B + s_B) = δ.

The shifts cancel, so δ has a meaning independent of this choice. The phrase "surface dipole" for D alone does not.

**2. The missing leg of the energy cycle**

Consider a finite slab of A joined to a finite slab of B, with vacuum on both sides. The slabs are thick enough for bulk-like interiors, and their outer surfaces are the ones at which χ_A and χ_B were defined. The vacuum levels are

E_vac(left) = V̄_A + D_A,

E_vac(right) = V̄_B + D_B.

Their difference is

E_vac(right) − E_vac(left) = Δ + D_B − D_A = δ.

The outer vacuum levels of the joined slab thus differ by the error of the rule. Now follow the manuscript's electron. It leaves A at the left, costing χ_A; it travels through vacuum to the right-hand side, costing δ; it enters B, gaining χ_B. The total cost is

χ_A + δ − χ_B,

which is the true offset. The manuscript sets the middle leg to zero. There is no conflict with a conservative electrostatic field: for a wide but laterally finite slab, the path around the edge passes through a stray field whose integrated effect is δ.

**3. The value of δ from the charge density**

Let n_ion be the positive charge density divided by e, and n the electron number density. Poisson's equation for the potential φ is φ″ = −e(n_ion − n)/ε₀. An electron has energy V = −eφ, hence

V″ = K (n_ion − n), K = e²/ε₀ = 18.095 eV nm.

Take points L and R in the left and right vacuum. With no field at L, one integration gives

V′(z) = K ∫_L^z [n_ion(z′) − n(z′)] dz′.

Integrate again from L to R. A charge at z′ contributes to V′ at every z between z′ and R, a length R − z′, so

V(R) − V(L) = K ∫ (R − z′) [n_ion(z′) − n(z′)] dz′.

The term with R vanishes because the slab is neutral. What remains is

V(R) − V(L) = K ∫ z [n(z) − n_ion(z)] dz.

Apply this to the joined slab, where the left side is δ. Apply it also to each separate slab, prepared with equivalent surfaces on its two sides, where the left side is zero. Subtract the two separate equations from the joined one. If the ions occupy the same positions in both situations, n_ion cancels:

δ = K ∫ z Δn dz, Δn = n_AB − n_A − n_B.

If the ions near the interface relax on joining, they do not cancel, and the preceding formula for the joined slab must be used with its actual ions.

The sign can be read directly. If joining shifts electrons towards B, the moment is positive and the bands of B are raised relative to the rule. A shift towards A lowers them.

A net transfer of electrons across the midplane is not required. Let N(z) = ∫_z^∞ Δn dz′ be the excess number per area to the right of z. Since N′ = −Δn and N vanishes at both ends, integration by parts gives

∫ z Δn dz = ∫ N(z) dz.

The count at one chosen plane is a single value of N, whereas δ needs its integral. The midplane count in the numerical output comes from a sharp cut on a grid and can change by the content of one grid strip, so I draw no conclusion from its small value.

**4. Why the densities do not simply add**

The rule would follow if n_AB were equal to n_A + n_B. A small calculation shows why overlap spoils this even before the potential readjusts. Take one filled orbital a on the last plane of A and one filled orbital b on the first plane of B, both real, positive and normalized, with overlap s = ∫ab dz. Electrons of equal spin must occupy orthogonal states. The density of the space spanned by a and b, for one spin, is obtained with the inverse of the overlap matrix:

n = (a² + b² − 2s ab)/(1 − s²).

Subtracting the separate densities a² + b² leaves

Δn = [s²(a² + b²) − 2s ab]/(1 − s²).

Its integral is (2s² − 2s²)/(1 − s²) = 0, as it must be. For the first moment, let z_a and z_b be the centres of a² and b², and let z_ab = ∫z ab dz / s be the centre of the overlap. Then

∫ z Δn dz = [2s²/(1 − s²)] [(z_a + z_b)/2 − z_ab].

Charge is removed from the overlap region and returned to the two orbitals. For mirror-image orbitals the overlap is centred midway and the moment vanishes. For unequal orbitals it generally does not. If b falls off faster than a, the product ab between the planes grows towards B; when this moves z_ab beyond the midpoint, the moment is negative. This estimate omits the mixing of filled with empty states and the self-consistent response, both of which can also contribute to δ.

**5. A worked junction**

To see the sizes involved I consider two model insulators with round parameters, not named materials. Each is a stack of 11 ion planes, 0.40 nm apart, and each plane supplies two electrons per area S = 0.16 nm². Electrons move along z only, in their self-consistent Hartree potential plus a fixed short-range well at each plane. The well is 10.0 eV deep with width parameter 0.12 nm in A, and 20.0 eV deep with width parameter 0.06 nm in B. The ion charge is smeared with width 0.05 nm. Exchange, correlation, in-plane dispersion and relaxation are left out, so the numbers illustrate the mechanism and do not predict a real stack.

The reference V̄ contains the Hartree and ionic energy, while the short-range wells are counted in c. Periodic crystals without surfaces give

c_A = −3.447 eV, c_B = −1.260 eV.

The separate slabs give D_A = 0.558 eV and D_B = 0.166 eV. Hence

χ_A = 0.558 + 3.447 = 4.005 eV,

χ_B = 0.166 + 1.260 = 1.426 eV,

in agreement with the conduction edges obtained by diagonalizing the cell Hamiltonian deep inside each free slab and measured from its vacuum level. The manuscript's rule predicts

χ_A − χ_B = 4.005 − 1.426 = 2.579 eV.

Now join the slabs with 0.40 nm between the facing planes. The buried step is Δ = 0.227 eV, whereas the free surfaces would require D_A − D_B = 0.392 eV. Therefore

δ = 0.227 − 0.392 = −0.165 eV.

The first moment of Δn and the difference between the outer vacuum levels are also −0.165 eV, as the identities of points 2 and 3 require. The offset found by diagonalizing the cell Hamiltonian deep inside each side is 2.414 eV, which equals 2.579 − 0.165 eV. A finer grid moves the offset by about 0.006 eV and δ by less than 0.001 eV, so the model's offset is about 2.42 eV; c_B, χ_B and the rule's value carry similar grid errors of 0.01 to 0.02 eV, so the last digits serve only to compare results obtained on the same grid. The rule overestimates it by about 7 per cent of the true value.

The valence edge is the conduction edge minus the gap E_g, so

E_v(B) − E_v(A) = E_c(B) − E_c(A) − [E_g(B) − E_g(A)].

With gaps of 3.841 eV and 10.473 eV this is

2.414 − (10.473 − 3.841) = −4.218 eV.

The rule would give 2.579 − 6.632 = −4.053 eV. The interface correction thus lowers the barrier for electrons entering B from A and raises the barrier for holes by the same 0.165 eV. For electrons and holes both entering B from A, the two barriers add up to E_g(B) − E_g(A), so with fixed gaps an error in alignment cannot lower or raise both together. In a staggered junction, where electrons and holes climb in opposite directions, both steps change in the same sense.

The negative sign agrees with the overlap estimate of point 4 if the more deeply bound valence electrons of B have the shorter tails. Orthogonality is not the main cause here, however. Orthogonalizing the filled states of the two separate slabs, with nothing else changed, gives a moment of only about −0.04 eV. The larger part comes from the mixing of filled with empty states. Filling the lowest states of the joined slab in the sum of the two separate slabs' potentials includes both effects and gives about −0.24 eV. The self-consistent response then opposes this shift of charge and reduces the step to −0.165 eV.

**6. Two controls that exclude a bulk explanation**

Suppose first that only the outer surface of A is changed, by replacing its last plane with a plane of type B. The affinity of A measured there falls from 4.005 to 3.840 eV. The interior of A has not changed, and neither has the buried interface; the actual offset remains 2.414 eV. The rule's prediction nevertheless changes from 2.579 to

3.840 − 1.426 = 2.414 eV.

One junction cannot have two offsets, so the affinity cannot be a bulk input.

The second prediction happens to be right, and this needs comment. Adding a single isolated, symmetric B plane to A brings no vacuum step of its own. Any change of affinity is the rearrangement step δ₁ between A and that plane, so

χ_A(changed) = χ_A + δ₁, δ₁ = 3.840 − 4.005 = −0.165 eV.

To the printed digits, one plane of B already produces the full δ of the thick junction. Attaching the rest of B then joins B planes to B planes. If the densities there were mirror images, the further step would vanish by symmetry. The symmetry is not perfect, since A lies one plane behind the joint, but the remaining step is too small to show. The changed surface works because it already contains the essential part of the buried interface. This does not rescue the rule for the clean surface, nor does it show that one layer suffices in other materials.

The authors might reply that clean-surface affinities should be prescribed as the standard input. The second control answers this. Keep both crystals and both free surfaces fixed, and increase the spacing between the facing planes from 0.40 to 0.50 nm. The affinities are the same as before, but on the same grid the offset rises from 2.414 to 2.555 eV, and δ changes from −0.165 to about −0.025 eV (−0.024 eV from the rounded figures). Two junctions with identical bulks and identical affinities have different offsets. No formula that uses those data alone can give both. The spacing was imposed here; in a real interface it is set by bonding and relaxation.

**7. Where vacuum-level alignment is correct**

At a spacing of 1.40 nm the calculated offset is 2.579 eV, the same as the rule to the printed digits. The electron tails hardly overlap, so n_AB approaches n_A + n_B and δ approaches zero. Between the slabs there is then a region of real vacuum with a flat potential, and both affinities refer to that same level.

This limit also requires that no electrons transfer between the slabs. Measured from the common vacuum level, the valence edge of A lies at −(4.005 + 3.841) = −7.846 eV, below the conduction edge of B at −1.426 eV. The valence edge of B, at −(1.426 + 10.473) = −11.899 eV, is below the conduction edge of A at −4.005 eV. Each slab therefore keeps its own electrons. Had a filled edge lain above an empty edge on the other side, transfer could have produced a field across the gap, and separation alone would not have justified the rule.

At a bonded interface, the rule can still succeed if δ is small or if different contributions to its moment cancel. Agreement in one stack is then information about that interface, and does not turn the rule into a bulk law.

The analysis also needs a qualification for devices. With doping, fixed interface charge or an applied gate voltage, the bands bend or tilt, and edges taken far from the junction include that extra potential change. The offset must then be obtained by extrapolating the smooth potential on each side to the interface. The short-range step Δ remains part of the result, but the outer vacuum levels no longer isolate it.

**Requested revision**

The offset should be written as χ_A − χ_B + δ, with the crystal face and termination stated for each affinity. The authors should either determine δ for the actual bonded interface, by calculating the potential step or measuring the offset, or present χ_A − χ_B as an estimate with an unknown interface correction. The common vacuum line drawn through the buried junction should be removed, since no vacuum region exists there to define it.

Computed results

```
e^2/eps0: 18.095 eV nm
hbar^2/(2m): 0.03810 eV nm^2
plane period: 0.40 nm
area S: 0.16 nm^2
ion width: 0.05 nm
well depth A: 10.0 eV
well width A: 0.12 nm
well depth B: 20.0 eV
well width B: 0.06 nm
planes per slab: 11
grid step: 0.0125 nm
interface spacing: 0.40 nm
bulk gap A: 3.841 eV
bulk gap B: 10.473 eV
bulk c_A = Ec-Vbar: -3.447 eV
bulk c_B = Ec-Vbar: -1.260 eV
surface step D_A: 0.558 eV
surface step D_B: 0.166 eV
D_A - D_B: 0.392 eV
affinity chi_A: 4.005 eV
affinity chi_B: 1.426 eV
affinity-rule conduction offset: 2.579 eV
interface step Delta: 0.227 eV
delta from density moment: -0.165 eV
right minus left vacuum level: -0.165 eV
actual conduction offset B-A: 2.414 eV
rule plus delta: 2.414 eV
actual valence offset B-A: -4.218 eV
net electrons to B side per S: -0.00002 electrons
affinity of A, changed surface: 3.840 eV
rule offset, changed surface: 2.414 eV
actual offset, changed surface: 2.414 eV
wider interface spacing: 0.50 nm
actual offset, wider interface: 2.555 eV
delta, wider interface: -0.025 eV
far spacing: 1.40 nm
actual offset, far apart: 2.579 eV
finer grid step: 0.00833 nm
offset change on finer grid: 0.0056 eV
delta change on finer grid: -0.0006 eV
```
